# Bessel-Function Capture of Physisorbed Atoms by a Circular Recombination Site: verification in Python

```python
"""Capture of physisorbed atoms by one perfectly absorbing circular site.

Result under test (sticking probability 1 outside the site):
    capture rate = flux * A
    A = pi a^2 + 2 pi a lam K1(a/lam) / K0(a/lam),   lam = sqrt(D tau)
a: site radius, D: surface diffusion coefficient, tau: desorption lifetime,
lam: diffusion length before desorption, A: effective capture area.
Also tested: limiting forms, capture probability, entry barrier, lattice
traps and shielding between two sites. Lengths in the example are in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import k0, k1, ellipk


def diffusive_area(a, lam):
    return 2 * np.pi * a * lam * k1(a / lam) / k0(a / lam)


def total_area(a, lam):
    return np.pi * a**2 + diffusive_area(a, lam)


def area_with_barrier(area0, slip, rim, lam):
    return area0 / (1 + area0 * slip / (rim * lam**2))


def capture_probability(r, a, lam):
    return k0(r / lam) / k0(a / lam)


def finite_difference_area(a, slip=0.0, points=6000):
    """Diffusive area for lam = 1 from the adatom balance on a log grid."""
    grid = np.linspace(np.log(a), np.log(a + 25), points)
    h = grid[1] - grid[0]
    r2 = np.exp(2 * grid)
    band = np.zeros((3, points))
    rhs = -r2 * h**2
    band[0, 2:] = 1
    band[1] = -2 - r2 * h**2
    band[2, :-2] = 1
    # rim: density = slip * radial gradient (slip = 0 is perfect absorption)
    g = slip / a
    band[1, 0] = 1 + g * (1 / h + h * a**2 / 2)
    band[0, 1] = -g / h
    rhs[0] = g * h * a**2 / 2
    # far boundary: undisturbed density
    band[1, -1], rhs[-1] = 1, 1
    u = solve_banded((1, 1), band, rhs)
    gradient = (u[1] - u[0]) / h - h / 2 * a**2 * (u[0] - 1)
    return 2 * np.pi * gradient


def lattice_capture(traps, w, entry=1.0, size=161):
    """Areas (hopping, direct) in cells; w = (lam / spacing)^2.

    Solves hopping, desorption and arrival on a periodic square lattice.
    entry multiplies the rate of hops into trap cells.
    """
    trap = np.zeros((size, size), bool)
    for i, j in traps:
        trap[size // 2 + i, size // 2 + j] = True
    index = np.arange(size**2).reshape(size, size)
    diagonal = np.ones((size, size))
    into_trap = np.zeros((size, size))
    rows, cols, vals = [], [], []
    for axis in (0, 1):
        for step in (1, -1):
            target = np.roll(trap, step, axis)
            rate = w * np.where(target, entry, 1.0)
            diagonal += rate
            into_trap += rate * target
            rows.append(index.ravel())
            cols.append(np.roll(index, step, axis).ravel())
            vals.append(-rate.ravel())
    rows.append(index.ravel())
    cols.append(index.ravel())
    vals.append(diagonal.ravel())
    matrix = coo_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols)))).tocsr()
    free = np.flatnonzero(~trap.ravel())
    density = spsolve(matrix[free][:, free].tocsc(), np.ones(free.size),
                      permc_spec="MMD_AT_PLUS_A")
    return into_trap.ravel()[free] @ density, trap.sum()


# ---------- tests of the disc formulas (lam = 1) ----------
worst_fd = 0.0
for x in (0.1, 1.0, 5.0):
    exact = diffusive_area(x, 1.0)
    numeric = finite_difference_area(x)
    worst_fd = max(worst_fd, abs(numeric / exact - 1))
    landing = quad(lambda r: 2 * np.pi * r * capture_probability(r, x, 1.0),
                   x, x + 40, limit=200)[0]
    assert abs(landing / exact - 1) < 1e-7
    for slip in (0.3, 2.0):
        formula = area_with_barrier(exact, slip, 2 * np.pi * x, 1.0)
        assert abs(finite_difference_area(x, slip) / formula - 1) < 1e-4
assert worst_fd < 1e-4

x = 0.05
log_term = np.log(2 / x) - np.euler_gamma
small = 2 * np.pi / log_term * (1 - x**2 / 2 - x**2 / (4 * log_term))
assert abs(small / total_area(x, 1.0) - 1) < 1e-4
x = 20.0
large = np.pi * ((x + 1)**2 - 1 / (4 * x))
assert abs(large - total_area(x, 1.0)) < 0.3 * np.pi / x**2

# ---------- example parameters ----------
T = 300.0                       # wall and gas temperature, K
E_des, E_dif = 0.30, 0.15       # eV
attempt = 1e13                  # 1/s
hop = 0.3                       # nm
a = 0.3                         # nm
site_density = 1e-3             # 1/nm^2
pressure_mtorr = 1.0            # partial pressure of O atoms
mass = 15.999 * const.atomic_mass
barrier = 0.05                  # extra entry barrier, eV
ion_flux = 10.0                 # 1/(nm^2 s)
ion_area = 1.0                  # nm^2 cleared per ion


def kT_eV(temp):
    return const.k * temp / const.e


def surface_motion(temp, e_des):
    tau_s = np.exp(e_des / kT_eV(temp)) / attempt
    diff = attempt * np.exp(-E_dif / kT_eV(temp)) * hop**2 / 4
    return tau_s, diff, np.sqrt(diff * tau_s)


tau, D, lam = surface_motion(T, E_des)
flux = (pressure_mtorr * 1e-3 * const.torr
        / np.sqrt(2 * np.pi * mass * const.k * T)) * 1e-18
n_inf = flux * tau
direct = np.pi * a**2
diffusive = diffusive_area(a, lam)
area = total_area(a, lam)
rate = flux * area
L_example = np.log(2 * lam / a) - np.euler_gamma
log_area = 2 * np.pi * lam**2 / L_example

# ---------- lattice tests at the example's diffusion length ----------
w = (lam / hop)**2
r_one = hop * np.exp(-np.euler_gamma) / np.sqrt(8)
r_five = r_one * np.exp(np.pi / 2)
cross = [(0, 0), (1, 0), (-1, 0), (0, 1), (0, -1)]
one_cell = sum(lattice_capture([(0, 0)], w))
hop_prob = 4 * w / (1 + 4 * w)
green_area = (1 + 4 * w) / (2 / np.pi * ellipk(hop_prob**2))
assert abs(one_cell / green_area - 1) < 1e-6
one_nm2 = one_cell * hop**2
assert abs(one_nm2 / total_area(r_one, lam) - 1) < 0.01
five_hop, five_direct = lattice_capture(cross, w)
five_nm2 = (five_hop + five_direct) * hop**2
assert abs(five_nm2 / total_area(r_five, lam) - 1) < 0.01

separation = 6
pair = sum(lattice_capture([(-3, 0), (3, 0)], w)) / 2
kept_lattice = pair / one_cell
kept_formula = 1 / (1 + capture_probability(separation * hop, r_one, lam))
assert abs(kept_lattice / kept_formula - 1) < 0.01

entry = np.exp(-barrier / kT_eV(T))
slip = hop * (1 / entry - 1)
disc_barrier = area_with_barrier(diffusive, slip, 2 * np.pi * a, lam)
five_barrier = lattice_capture(cross, w, entry)[0]
rule = area_with_barrier(five_hop * hop**2, slip, 12 * hop, lam)
# the rule assumes equal current through all 12 entry bonds: few-percent error
assert abs(five_barrier * hop**2 / rule - 1) < 0.05


def shadow(d):
    p = capture_probability(d, a, lam)
    return 2 * np.pi * d * p / (1 + p)


crowding = site_density * quad(shadow, 2 * a, 40 * lam, limit=200)[0]

# ---------- output ----------
print(f"Temperature: {T:.0f} K, kT = {kT_eV(T):.5f} eV")
print(f"Desorption energy, diffusion barrier: {E_des:.2f}, {E_dif:.2f} eV")
print(f"Attempt frequency: {attempt:.1e} 1/s")
print(f"Hop length, site radius: {hop:.2f}, {a:.2f} nm")
print(f"Site density: {site_density:.1e} 1/nm^2")
print(f"O-atom partial pressure: {pressure_mtorr:.1f} mTorr")
print(f"Atom flux: {flux:.4e} 1/(nm^2 s)")
print(f"Desorption lifetime tau: {tau * 1e9:.3f} ns")
print(f"Diffusion coefficient D: {D * 1e-14:.4e} cm^2/s")
print(f"Diffusion length lam: {lam:.4f} nm")
print(f"Ratio a/lam: {a / lam:.5f}")
print(f"K0(a/lam), K1(a/lam): {k0(a / lam):.4f}, {k1(a / lam):.4f}")
print(f"Direct area: {direct:.4f} nm^2")
print(f"Diffusive area: {diffusive:.3f} nm^2")
print(f"Total capture area A: {area:.3f} nm^2")
print(f"A / direct area: {area / direct:.1f}")
print(f"Leading logarithmic area: {log_area:.3f} nm^2")
print(f"Capture rate per site: {rate:.4e} atoms/s")
print(f"Molecule rate per site: {rate / 2:.4e} 1/s")
print(f"Mean time between captures: {1e6 / rate:.2f} us")
print(f"Wall loss probability Ns*A: {site_density * area:.5f}")
for r in (1.0, 3.0, 10.0):
    print(f"Capture probability from r = {r:.0f} nm: "
          f"{capture_probability(r, a, lam):.4f}")
for temp, e_des in ((350.0, E_des), (400.0, E_des), (T, E_des + 0.05)):
    lam_i = surface_motion(temp, e_des)[2]
    area_i = total_area(a, lam_i)
    print(f"T = {temp:.0f} K, E_des = {e_des:.2f} eV: lam = {lam_i:.3f} nm, "
          f"A = {area_i:.2f} nm^2, Ns*A = {site_density * area_i:.4f}")
print(f"One-cell trap: equivalent radius {r_one:.4f} nm")
print(f"One-cell trap: lattice area {one_nm2:.3f} nm^2, "
      f"disc formula {total_area(r_one, lam):.3f} nm^2")
print(f"Five-cell trap: equivalent radius {r_five:.4f} nm")
print(f"Five-cell trap: lattice area {five_nm2:.3f} nm^2, "
      f"disc formula {total_area(r_five, lam):.3f} nm^2")
print(f"Two one-cell traps {separation * hop:.1f} nm apart, kept fraction: "
      f"lattice {kept_lattice:.4f}, formula {kept_formula:.4f}")
print(f"Entry barrier {barrier:.2f} eV: slip length {slip:.3f} nm")
print(f"  disc: diffusive area {disc_barrier:.3f} nm^2, "
      f"fraction kept {disc_barrier / diffusive:.3f}")
print(f"  five-cell lattice: fraction kept {five_barrier / five_hop:.3f}, "
      f"rim rule {rule / (five_hop * hop**2):.3f}")
print(f"Crowding loss, random sites: {100 * crowding:.2f} %")
print(f"Undisturbed adatom density: {n_inf:.3e} 1/nm^2")
print(f"Adatom coverage per cell: {n_inf * hop**2:.2e}")
print(f"Pair loss / site loss, upper estimate: {2 * n_inf / site_density:.3f}")
print(f"Assumed ion flux: {ion_flux:.0f} 1/(nm^2 s), "
      f"cleared area {ion_area:.0f} nm^2")
print(f"Ion removal probability per lifetime: {ion_flux * ion_area * tau:.1e}")
print(f"Largest finite-difference deviation: {worst_fd:.1e}")
print("checks complete")
```

It prints:

```
Temperature: 300 K, kT = 0.02585 eV
Desorption energy, diffusion barrier: 0.30, 0.15 eV
Attempt frequency: 1.0e+13 1/s
Hop length, site radius: 0.30, 0.30 nm
Site density: 1.0e-03 1/nm^2
O-atom partial pressure: 1.0 mTorr
Atom flux: 5.0704e+03 1/(nm^2 s)
Desorption lifetime tau: 10.959 ns
Diffusion coefficient D: 6.7966e-06 cm^2/s
Diffusion length lam: 2.7292 nm
Ratio a/lam: 0.10992
K0(a/lam), K1(a/lam): 2.3340, 8.9418
Direct area: 0.2827 nm^2
Diffusive area: 19.709 nm^2
Total capture area A: 19.992 nm^2
A / direct area: 70.7
Leading logarithmic area: 20.139 nm^2
Capture rate per site: 1.0137e+05 atoms/s
Molecule rate per site: 5.0683e+04 1/s
Mean time between captures: 9.87 us
Wall loss probability Ns*A: 0.01999
Capture probability from r = 1 nm: 0.5106
Capture probability from r = 3 nm: 0.1568
Capture probability from r = 10 nm: 0.0070
T = 350 K, E_des = 0.30 eV: lam = 1.803 nm, A = 10.52 nm^2, Ns*A = 0.0105
T = 400 K, E_des = 0.30 eV: lam = 1.321 nm, A = 6.64 nm^2, Ns*A = 0.0066
T = 300 K, E_des = 0.35 eV: lam = 7.178 nm, A = 98.28 nm^2, Ns*A = 0.0983
One-cell trap: equivalent radius 0.0596 nm
One-cell trap: lattice area 11.891 nm^2, disc formula 11.873 nm^2
Five-cell trap: equivalent radius 0.2865 nm
Five-cell trap: lattice area 19.632 nm^2, disc formula 19.616 nm^2
Two one-cell traps 1.8 nm apart, kept fraction: lattice 0.8478, formula 0.8483
Entry barrier 0.05 eV: slip length 1.775 nm
  disc: diffusive area 5.644 nm^2, fraction kept 0.286
  five-cell lattice: fraction kept 0.437, rim rule 0.441
Crowding loss, random sites: 1.65 %
Undisturbed adatom density: 5.557e-05 1/nm^2
Adatom coverage per cell: 5.00e-06
Pair loss / site loss, upper estimate: 0.111
Assumed ion flux: 10 1/(nm^2 s), cleared area 1 nm^2
Ion removal probability per lifetime: 1.1e-07
Largest finite-difference deviation: 2.0e-07
checks complete
```
